\section*{Electron density near a strongly accumulated metal–semiconductor contact, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from the Poisson equation to the density profile}

A metal fills the region $x<0$ and an n-type semiconductor fills $x>0$. The contact is planar, so every quantity depends on $x$ alone. The semiconductor has permittivity $\varepsilon$ and a uniform density $N_D$ of fully ionised donors. No current flows. The metal holds the electron density at the interface at a value $n_s$ much larger than $N_D$; such a contact is called strongly accumulated. The task is to find the electron density $n(x)$ near the metal, to learn how far from the metal the answer can be used, and to put numbers to it for a contact on silicon.

The model is a mean-field one: each electron responds to the average potential $\phi(x)$ of all charges. The electrons obey Boltzmann statistics, holes are neglected, and the semiconductor is thick enough to contain a neutral bulk far from the metal. The symbol $q$ is the positive elementary charge, and $V_T=kT/q$ is the thermal voltage. A prime denotes $d/dx$.

\subsection*{(a) The equation and its boundary conditions}

Take $\phi=0$ in the neutral bulk. Express $n$ through $\phi$, write the Poisson equation with its signs, and bring it to a form with a single length in it.

\paragraph{Solution.} An electron has charge $-q$, so the conduction-band edge follows the potential as
\begin{equation}
E_c(x)=E_c(\infty)-q\phi(x).
\end{equation}
Without current the Fermi level $E_F$ is the same everywhere. Boltzmann statistics with the effective density of band states $N_c$ then give
\begin{equation}
n(x)=N_c\,e^{-[E_c(x)-E_F]/kT}
=N_c\,e^{-[E_c(\infty)-E_F]/kT}\,e^{\phi/V_T}.
\end{equation}
In the neutral bulk $\phi=0$ and the electrons balance the donors, so the factor in front of $e^{\phi/V_T}$ equals $N_D$:
\begin{equation}
n=N_D\,e^{\phi/V_T}.
\end{equation}
The charge density is $\rho=q(N_D-n)$, since donors are positive and electrons negative. The Poisson equation $\phi''=-\rho/\varepsilon$ becomes
\begin{equation}
\phi''=\frac{q}{\varepsilon}(n-N_D).
\end{equation}
Let $u=\phi/V_T=\ln(n/N_D)$. Dividing by $V_T$ gives
\begin{equation}
u''=\frac{e^{u}-1}{L_D^2},\qquad
L_D=\sqrt{\frac{\varepsilon V_T}{qN_D}} .
\label{pb}
\end{equation}
The length $L_D$ is the Debye length of the bulk. The boundary conditions are
\begin{equation}
u(0)=u_s=\ln\frac{n_s}{N_D},\qquad u\to0,\quad u'\to0\quad (x\to\infty).
\end{equation}
If the band edge at the interface lies a barrier energy $\Phi$ above the Fermi level, then $n_s=N_c e^{-\Phi/kT}$. A low barrier therefore produces a high $n_s$.

\subsection*{(b) A first integral}

Reduce the second-order equation to a first-order one. Decide which sign of the square root applies.

\paragraph{Solution.} Multiply equation (\ref{pb}) by $u'$. Both sides are then total derivatives:
\begin{equation}
u'u''=\left(\tfrac12u'^2\right)',\qquad
(e^u-1)u'=(e^u-u)' .
\end{equation}
Integration gives
\begin{equation}
\tfrac12u'^2=\frac{e^u-u+K}{L_D^2}.
\end{equation}
In the bulk $u=0$ and $u'=0$, which requires $0=1-0+K$, so $K=-1$. Hence
\begin{equation}
u'^2=\frac{2}{L_D^2}\,(e^u-u-1).
\label{first}
\end{equation}
The bracket is zero at $u=0$ and positive for every other $u$, because its derivative $e^u-1$ has the sign of $u$. The slope therefore cannot vanish while $u\neq0$.

Nor can $u$ reach zero at a finite distance. At such a point equation (\ref{first}) would give $u'=0$ as well, and the solution of equation (\ref{pb}) with $u=u'=0$ at one point is $u=0$ everywhere, which contradicts $u(0)=u_s>0$. So $u$ stays positive and its slope keeps one sign. Since $u$ has to fall from $u_s$ to zero, that sign is negative:
\begin{equation}
u'=-\frac{\sqrt2}{L_D}\sqrt{e^u-u-1}.
\label{slope}
\end{equation}

\subsection*{(c) The strongly accumulated region}

Close to the metal $n\gg N_D$. Use this to integrate equation (\ref{slope}) in closed form, and express the density through $n_s$, $\varepsilon$ and $V_T$.

\paragraph{Solution.} The condition $n\gg N_D$ means $e^u\gg1$. In this region $u+1$ is small compared with $e^u$. At $e^u=100$, for example, $u+1=5.6$. To leading order
\begin{equation}
u'=-\frac{\sqrt2}{L_D}\,e^{u/2}.
\end{equation}
The variables separate if both sides are multiplied by $-\tfrac12e^{-u/2}$:
\begin{equation}
-\tfrac12e^{-u/2}u'=\frac{d}{dx}\,e^{-u/2}=\frac{1}{\sqrt2\,L_D}.
\end{equation}
The right-hand side is constant, so $e^{-u/2}$ grows linearly. Integration starts at the contact, where the approximation is best, and never has to cross the bulk, where it is false:
\begin{equation}
e^{-u/2}=e^{-u_s/2}+\frac{x}{\sqrt2\,L_D}
=\frac{x+\sqrt2\,L_D\,e^{-u_s/2}}{\sqrt2\,L_D}.
\end{equation}
Squaring and inverting gives $e^u$, and $n=N_De^u$:
\begin{equation}
n=\frac{2L_D^2N_D}{\left(x+\sqrt2\,L_D\,e^{-u_s/2}\right)^2}.
\end{equation}
Two combinations remain to be simplified. From the definition of $L_D$,
\begin{equation}
2L_D^2N_D=\frac{2\varepsilon V_T}{q}\equiv A .
\end{equation}
With $e^{-u_s}=N_D/n_s$, the square of the added length is
\begin{equation}
2L_D^2e^{-u_s}=\frac{2L_D^2N_D}{n_s}=\frac{A}{n_s}\equiv x_0^2 .
\end{equation}
The result is
\begin{equation}
n(x)=\frac{A}{(x+x_0)^2},\qquad
A=\frac{2\varepsilon V_T}{q},\qquad
x_0=\sqrt{\frac{2\varepsilon V_T}{q\,n_s}} .
\label{law}
\end{equation}
The density falls as the inverse square of the distance plus a constant offset. The offset $x_0$ is added to the distance and not to the density. An expression of the form $a/x^2+b$ with $a>0$ would diverge at the metal, whereas equation (\ref{law}) gives $A/x_0^2=n_s$ there. An equivalent statement is that $1/\sqrt n$ is a straight line,
\begin{equation}
\frac{1}{\sqrt n}=\frac{x+x_0}{\sqrt A},
\end{equation}
which meets zero at $x=-x_0$, inside the metal.

The donor density has dropped out. At this order the donors are a small background among many more electrons, and the electrons that the metal supplies set their own profile.

\subsection*{(d) The same law without donors}

Set $N_D=0$ in the half-space $x>0$. Show that equation (\ref{law}) is then an exact solution of the model, and find which condition at infinity selects it.

\paragraph{Solution.} Without donors the bulk cannot serve as a reference, so use $w=\ln(n/n_s)$, which vanishes at the contact. Since $n$ is proportional to $e^{\phi/V_T}$, $w''=\phi''/V_T$, and the Poisson equation gives
\begin{equation}
w''=\frac{q\,n}{\varepsilon V_T}=\frac{2n}{A}=\frac{2}{x_0^2}\,e^{w}.
\label{undoped}
\end{equation}
Multiplication by $w'$ and integration yield
\begin{equation}
w'^2=\frac{4}{x_0^2}\,(e^w+c).
\label{constant}
\end{equation}
The constant $c$ is fixed by the field far away. Suppose that this field vanishes, so $w'\to0$ and therefore $e^w\to-c$.
\begin{itemize}
\item A positive $c$ would need a negative $e^w$, which is impossible.
\item A negative $c$ would leave a finite density at infinity. By equation (\ref{undoped}) $w''$ would then tend to a positive constant and $w'$ would grow without limit, against the assumption.
\end{itemize}
So $c=0$ and $w'=\mp(2/x_0)e^{w/2}$. This slope is never zero, and one sign holds throughout. The same separation as in part (c) gives
\begin{equation}
e^{-w/2}=1\pm\frac{x}{x_0}.
\end{equation}
With the lower sign the right-hand side vanishes at $x=x_0$ and the density diverges there, so this branch does not fill the half-space. The upper sign gives $n=n_s/(1+x/x_0)^2$, which is equation (\ref{law}). Direct substitution confirms it. With $w=-2\ln(1+x/x_0)$,
\begin{equation}
w'=-\frac{2}{x+x_0},\qquad
w''=\frac{2}{(x+x_0)^2}
=\frac{2}{x_0^2}\,\frac{1}{(1+x/x_0)^2}=\frac{2}{x_0^2}\,e^w .
\end{equation}

If a field remains at infinity and drives electrons towards the metal, then $c>0$ and $w'<0$. Equation (\ref{constant}) gives $w'\le-2\sqrt c/x_0$, so $n\le n_s\exp(-2\sqrt c\,x/x_0)$. The density then falls at least exponentially, and the inverse-square law is lost at large distance. The law thus belongs to a contact whose own electrons screen it completely.

\subsection*{(e) Field, potential and charge}

Find the electric field, the potential drop and the number of electrons per area that follow from equation (\ref{law}). Check that drift and diffusion cancel.

\paragraph{Solution.} From $n\propto e^{\phi/V_T}$,
\begin{equation}
\phi(x)-\phi(0)=V_T\ln\frac{n(x)}{n_s}=-2V_T\ln\!\left(1+\frac{x}{x_0}\right).
\label{drop}
\end{equation}
The field is minus the derivative:
\begin{equation}
E(x)=-\phi'=\frac{2V_T}{x+x_0}.
\label{field}
\end{equation}
It is positive and points from the metal into the semiconductor. The force $-qE$ on an electron points towards the metal and opposes diffusion away from it. With mobility $\mu$ and diffusion constant $D=\mu V_T$, the current density is
\begin{equation}
q\mu nE+qD\,n'
=q\mu n\,\frac{2V_T}{x+x_0}-q\mu V_T\,\frac{2n}{x+x_0}=0,
\end{equation}
as equilibrium demands.

The number of electrons per area between the metal and a distance $X$ is
\begin{equation}
\int_0^{X}\!n\,dx=A\left(\frac1{x_0}-\frac1{X+x_0}\right).
\end{equation}
For $X\to\infty$ it tends to $N_s=A/x_0=n_sx_0$. At $X=x_0$ the bracket is $1/(2x_0)$, so half of the electrons lie within $x_0$. Gauss's law gives the same total, since $\varepsilon E(0)/q=2\varepsilon V_T/(qx_0)=A/x_0$. The metal surface carries the opposite, positive charge.

The length $x_0$ separates two regimes. For $x\ll x_0$ the density is nearly $n_s$. For $x\gg x_0$ it tends to $A/x^2$, in which $n_s$ no longer appears.

\subsection*{(f) Numbers for a contact on silicon}

Consider a contact with barrier $\Phi=0.20$ eV on high-resistivity silicon with $N_D=10^{12}$ cm$^{-3}$ at 300 K. Take a relative permittivity of 11.7 and six conduction valleys with masses $0.916\,m_e$ along and $0.19\,m_e$ across the valley axis. These are rough typical inputs. Find $n_s$, $x_0$, $L_D$, the field at the metal and the sheet density.

\paragraph{Solution.} The masses and valleys give $N_c=2.74\times10^{19}$ cm$^{-3}$ from
\begin{equation}
N_c=2\cdot6\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2},\qquad
m_d=(0.916\cdot0.19^2)^{1/3}\,m_e .
\end{equation}
With $V_T=25.85$ mV,
\begin{equation}
n_s=2.74\times10^{19}\,e^{-0.20/0.02585}
=1.20\times10^{16}\ \mathrm{cm^{-3}} .
\end{equation}
This is about $1.2\times10^4$ times $N_D$, so accumulation is strong, yet far below $N_c$, so Boltzmann statistics remain reasonable. The constant is $A=3.343\times10^5$ cm$^{-1}$, and
\begin{align}
x_0&=\sqrt{\frac{3.343\times10^5}{1.196\times10^{16}}}\ \mathrm{cm}
=5.29\times10^{-6}\ \mathrm{cm}=52.9\ \mathrm{nm},\\
L_D&=\sqrt{\frac{A}{2N_D}}
=\sqrt{\frac{3.343\times10^5}{2\times10^{12}}}\ \mathrm{cm}=4.09\times10^{-4}\ \mathrm{cm}=4090\ \mathrm{nm},\\
E(0)&=\frac{2\times0.02585\ \mathrm V}{5.29\times10^{-6}\ \mathrm{cm}}
=9.8\times10^3\ \mathrm{V/cm}=0.0098\ \mathrm{MV/cm},\\
N_s&=n_sx_0=6.32\times10^{10}\ \mathrm{cm^{-2}} .
\end{align}
The offset is much shorter than the Debye length. That leaves a wide range of distances over which the law can hold.

\section*{Second half: range of validity and neglected effects}

The first half treated a metal at $x<0$ on a semiconductor with donor density $N_D$, in equilibrium and in mean field. With $u=\ln(n/N_D)$, $u_s=\ln(n_s/N_D)$, $V_T=kT/q$ and $L_D^2=\varepsilon V_T/(qN_D)$, the first integral of the full equation is
\begin{equation}
u'=-\frac{\sqrt2}{L_D}\sqrt{e^u-u-1}.
\label{again}
\end{equation}
Where $n\gg N_D$ it leads to the law
\begin{equation}
n_{\rm law}(x)=\frac{A}{(x+x_0)^2},\qquad
A=\frac{2\varepsilon V_T}{q}=2L_D^2N_D,\qquad x_0=\sqrt{\frac{A}{n_s}} .
\end{equation}
The example is a 0.20 eV barrier on silicon with $N_D=10^{12}$ cm$^{-3}$ at 300 K. It has $n_s=1.20\times10^{16}$ cm$^{-3}$, $x_0=52.9$ nm, $L_D=4090$ nm and $A=3.343\times10^5$ cm$^{-1}$. From here on $n$ without a label is the density from the full equation with donors.

\subsection*{(g) The error caused by the donors}

Does the law lie above or below the full density? Find the leading relative difference between the two.

\paragraph{Solution.} Solve equation (\ref{again}) for $dx$ and integrate from the contact, where $u=u_s$, to the place where the full solution has the value $u$:
\begin{equation}
x=\frac{L_D}{\sqrt2}\int_u^{u_s}\!\frac{dv}{\sqrt{e^v-v-1}}
=\frac{L_D}{\sqrt2}\int_u^{u_s}\!\frac{e^{-v/2}\,dv}{\sqrt{1-(v+1)e^{-v}}} .
\label{distance}
\end{equation}
The law results from replacing the last square root by 1. For $v>0$ that root is less than 1, so the full solution needs a greater distance than the law to fall to the same density. Since both densities decrease with $x$, the full density lies above the law at every $x>0$.

For the size of the difference, expand the root with $(1-y)^{-1/2}\approx1+y/2$ and $y=(v+1)e^{-v}$:
\begin{equation}
\frac{x}{L_D}\approx\sqrt2\left(e^{-u/2}-e^{-u_s/2}\right)
+\frac{1}{2\sqrt2}\int_u^{u_s}(v+1)e^{-3v/2}\,dv .
\end{equation}
Define
\begin{equation}
g(v)=\left(\frac{2v}{3}+\frac{10}{9}\right)e^{-3v/2}.
\end{equation}
Its derivative is
\begin{equation}
g'(v)=\left(\frac23-v-\frac53\right)e^{-3v/2}=-(v+1)e^{-3v/2},
\end{equation}
so the integral equals $g(u)-g(u_s)$. Because $x_0=\sqrt2\,L_De^{-u_s/2}$, moving this term to the left gives
\begin{equation}
x+x_0=\sqrt2\,L_D\,e^{-u/2}(1+\delta),\qquad
\delta=\tfrac14e^{u/2}\,[g(u)-g(u_s)].
\end{equation}
Here the factor $\tfrac14$ is $1/(2\sqrt2)$ divided by $\sqrt2$. Inserting $x+x_0$ in the law,
\begin{equation}
n_{\rm law}=\frac{2L_D^2N_D}{2L_D^2e^{-u}(1+\delta)^2}=\frac{n}{(1+\delta)^2}.
\end{equation}
Hence, to leading order,
\begin{equation}
\frac{n}{n_{\rm law}}-1\approx2\delta
=\tfrac12e^{u/2}\,[g(u)-g(u_s)] .
\label{error}
\end{equation}
On the right $u$ may be taken from the law, as $\ln(n_{\rm law}/N_D)$. The two values of $u$ differ by $2\ln(1+\delta)$, which changes the result at the next order in $\delta$.

Where $n$ has already fallen well below $n_s$ but is still well above $N_D$, the term $g(u_s)$ can be dropped:
\begin{equation}
\frac{n}{n_{\rm law}}-1\approx\left(\frac u3+\frac59\right)\frac{N_D}{n_{\rm law}},
\qquad
\frac{N_D}{n_{\rm law}}=\frac{(x+x_0)^2}{2L_D^2}.
\label{simple}
\end{equation}
Apart from the slowly varying factor in front, the error grows as the square of $(x+x_0)/L_D$. The law therefore requires $x+x_0$ to be well below $L_D$.

Take $x=408.8$ nm, one tenth of $L_D$. Then $x+x_0=461.7$ nm, and
\begin{equation}
\frac{N_D}{n_{\rm law}}=\frac{461.7^2}{2\times4088^2}=0.00638,\qquad
u=-\ln0.00638=5.05 .
\end{equation}
Equation (\ref{simple}) gives $(1.68+0.56)\times0.00638=0.0143$, so the full density should exceed the law by about 1.4\%.

Where $n\gg N_D$, the electron density follows the inverse square of $x+x_0$; the donors lift the full density above this law by a small relative amount as long as $x+x_0$ is well below $L_D$. What remains is to compare the law with a numerical solution, to see how much the contact density matters far away, and to estimate the neglected effects and the conditions at real contacts.

Numbers in the example were calculated in double precision.
